# Kittel's square-root law for stripe domains in a ferroelectric film: a program that tests the result

```python
"""Kittel law for 180-degree stripe domains in a ferroelectric film.

Result under test: the free energy per film area
    F(w) = S d / w + B w,   B = 7 zeta(3) P^2 / (pi^3 eps0 (e + s))
has its minimum at w = sqrt(S d / B), for a film thick compared with w.
Symbols: w stripe width (period 2w), d film thickness, S wall energy per area,
P spontaneous polarization along the normal, e outer permittivity,
a and c in-plane and normal film permittivities, s = sqrt(a c), g = sqrt(a/c).
Lengths are in nm. Electrostatic energies per area are first found in units
of (P^2/eps0) * 1 nm and then converted to J/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import zeta

# Rough typical inputs, regime of a free-standing lead titanate membrane
P = 0.75            # C/m^2
S = 0.100           # J/m^2
a, c, e = 120.0, 80.0, 1.0
d0 = 20.0           # nm
gap_eV = 3.5        # rough band gap
cell = 0.4          # nm, rough lattice constant
temperature = 300.0
substrate_eps = 300.0

eps0 = const.epsilon_0
s, g = np.sqrt(a * c), np.sqrt(a / c)
unit = P**2 / eps0 * 1e-9       # J/m^2 for one nm of energy density P^2/eps0
B = 7 * zeta(3) / (np.pi**3 * (e + s)) * unit       # J/m^2 per nm
w0 = S / B


def kittel_width(d):
    return np.sqrt(w0 * d)


# Surface energy and peak potential from line charges in real space (a=c=e=1)
def line_kernel(t):
    return -np.log(2 * np.sin(np.pi * t / 2)) / (2 * np.pi)


energy_real = 2 * quad(lambda t: (1 - 2 * t) * line_kernel(t), 0, 1)[0]
assert abs(energy_real / (7 * zeta(3) / (2 * np.pi**3)) - 1) < 1e-6
peak_real = 2 * (quad(line_kernel, 0, 0.5)[0] - quad(line_kernel, 0.5, 1)[0])
j = np.arange(20000)
catalan_sum = np.sum((-1.0)**j / (2 * j + 1)**2)
assert abs(peak_real / (4 * catalan_sum / (2 * np.pi**2)) - 1) < 1e-6


# Full harmonic series; m is the net polarization divided by P
def electrostatic_energy(w, d, m=0.0):
    n = np.arange(1, 4001)
    k = n * np.pi / w
    amplitude = 4 / (n * np.pi) * np.sin(n * np.pi * (1 + m) / 2)
    stiffness = e + s / np.tanh(g * k * d / 2)
    series = np.sum(amplitude**2 / (2 * k * stiffness))
    return unit * (series + m**2 * d / (2 * c))


def best_width(d, m=0.0):
    start = kittel_width(d)
    found = minimize_scalar(
        lambda q: S * d / np.exp(q) + electrostatic_energy(np.exp(q), d, m),
        bounds=(np.log(0.3 * start), np.log(50 * start)),
        method="bounded", options={"xatol": 1e-8})
    return np.exp(found.x), found.fun


# Finite elements on half the film: cells run from the midplane to the face
def half_film_cells(d, count):
    core = 2.0
    depth = core * np.sinh(np.linspace(0, 1, count + 1)
                           * np.arcsinh(d / (2 * core)))
    cells = np.diff(depth)[::-1]
    centre_depth = (0.5 * (depth[1:] + depth[:-1]))[::-1]
    return cells, centre_depth


def polarization_kernel(k, h):
    """Electrostatic quadratic form for cellwise normal polarization.
    The normal background permittivity is one, the in-plane one is a."""
    count = len(h)
    difference = np.eye(count) - np.eye(count, k=-1)
    mass = np.diag(h / 3)
    mass[:-1, :-1] += np.diag(h[1:] / 3)
    mass += np.diag(h[1:] / 6, 1) + np.diag(h[1:] / 6, -1)
    matrix = difference.T @ np.diag(1 / h) @ difference + a * k**2 * mass
    matrix[-1, -1] += e * k
    return difference @ np.linalg.solve(matrix, difference.T)


chi = c - 1
worst_harmonic = 0.0
for d_test, w_test in ((20.0, 3.4), (2.0, 4.0)):
    h, _ = half_film_cells(d_test, 400)
    for n in (1, 3, 5):
        k = n * np.pi / w_test
        source = np.full(len(h), 4 / (n * np.pi))
        kernel = polarization_kernel(k, h)
        induced = np.linalg.solve(kernel + np.diag(h / chi), -kernel @ source)
        slope = kernel @ (source + induced)
        numeric = 0.5 * source @ slope
        formula = source[0]**2 / (2 * k * (e + s / np.tanh(g*k*d_test/2)))
        worst_harmonic = max(worst_harmonic, abs(numeric / formula - 1))
        if d_test == 20.0 and n == 1:
            inner_field = slope[-1] / h[-1] / source[0]
            assert abs(inner_field / (g / (e + s)) - 1) < 0.02
assert worst_harmonic < 3e-3        # second-order mesh error

# Single-domain limit, minimum, exponent and equal energies
single_domain = unit * d0 / (2 * c)
assert abs(electrostatic_energy(1e5, d0) / single_domain - 1) < 5e-3
thicknesses = np.array([10.0, 20.0, 40.0, 80.0, 160.0])
series_widths = np.array([best_width(d)[0] for d in thicknesses])
assert np.allclose(series_widths, kittel_width(thicknesses), rtol=1e-3)
exponent = np.polyfit(np.log(thicknesses), np.log(series_widths), 1)[0]
assert abs(exponent - 0.5) < 1e-3
w_exact, F_exact = best_width(d0)
wall_part = S * d0 / w_exact
field_part = electrostatic_energy(w_exact, d0)
assert abs(wall_part / field_part - 1) < 1e-3
assert abs(F_exact / (2 * np.sqrt(S * B * d0)) - 1) < 1e-4

# Equal widths against a net polarization, each with its own best period
biases = np.arange(0, 10) / 10
biased_energies = np.array([best_width(d0, m)[1] for m in biases])
assert np.all(biased_energies[1:] > biased_energies[0])

# Thickness at which interacting faces make the law five per cent wrong
d_five = brentq(lambda d: best_width(d)[0] / kittel_width(d) - 1.05,
                w0, 10 * w0, xtol=1e-5)

# Quartic well U0 (1-p^2)^2 with the same P and c; wall profile tanh(x/delta)
U0 = P**2 / (8 * eps0 * chi)            # J/m^3
delta = 3 * S / (8 * U0) * 1e9          # nm
wall_check = quad(lambda x: 2 * U0 * 1e-9 / np.cosh(x / delta)**4,
                  -20 * delta, 20 * delta, points=[0])[0]
assert abs(wall_check / S - 1) < 1e-6
p_grid = np.linspace(0, 1, 20001)
switch_field = np.max(4 * U0 / P * p_grid * (1 - p_grid**2))    # V/m
surface_field = g * P / (eps0 * (e + s))                       # V/m


def landau_film(w, d, nx=24, nz=48):
    """Relax p(x,z) in a quarter cell; return energy (J/m^2) and face p."""
    h, depth = half_film_cells(d, nz)
    x = (np.arange(nx) + 0.5) * w / (2 * nx)
    k = (2 * np.arange(nx) + 1) * np.pi / w
    modes = np.sqrt(2 / nx) * np.cos(np.outer(k, x))
    stiffness = 2 * delta**2
    forms = np.array([8 * chi * polarization_kernel(q, h)
                      + stiffness * q**2 * np.diag(h) for q in k])
    spacing = 0.5 * (h[1:] + h[:-1])
    scale = np.sqrt(nx / h)

    def energy_and_gradient(y):
        p = y.reshape(nx, nz) * scale
        coefficients = modes @ p
        product = np.matmul(forms, coefficients[:, :, None])[:, :, 0]
        step = np.diff(p, axis=1)
        slope = step / spacing
        well = 1 - p**2
        value = (0.5 * np.sum(coefficients * product)
                 + np.sum(h * well**2)
                 + 0.5 * stiffness * np.sum(slope * step)) / nx
        force = modes.T @ product - 4 * h * p * well
        force[:, 1:] += stiffness * slope
        force[:, :-1] -= stiffness * slope
        return value, (force * scale / nx).ravel()

    start = np.outer(np.tanh((w / 2 - x) / delta),
                     1 - np.exp(-np.pi * g * depth / w))
    found = minimize(energy_and_gradient, (start / scale).ravel(), jac=True,
                     method="L-BFGS-B",
                     options={"maxiter": 1000, "ftol": 1e-10, "gtol": 1e-6})
    p = found.x.reshape(nx, nz) * scale
    return 2 * found.fun * U0 * 1e-9, p[0, -1]


# Added thickness must cost wall energy only
extra = landau_film(3.4, 40.0)[0] - landau_film(3.4, 30.0)[0]
assert abs(extra / (S * 10.0 / 3.4) - 1) < 0.03     # mesh changes with d


def landau_width(d):
    start = kittel_width(d)
    found = minimize_scalar(lambda w: landau_film(w, d)[0],
                            bounds=(0.6 * start, 3 * start), method="bounded",
                            options={"xatol": 0.005 * start})
    assert 0.65 < found.x / start < 2.9     # minimum is inside the interval
    return found.x, found.fun


w_landau20, F_landau20 = landau_width(20.0)
w_landau40, F_landau40 = landau_width(40.0)
landau_exponent = np.log(w_landau40 / w_landau20) / np.log(2)
face_p = landau_film(w_landau20, 20.0)[1]
unpolarized = U0 * d0 * 1e-9
assert F_landau20 < F_exact < unpolarized
assert 0.45 < landau_exponent < 0.70

# Further neglected effects
w_k = kittel_width(d0)
peak_potential = 4*catalan_sum*P*w_k*1e-9 / (np.pi**2 * eps0 * (e + s))
d_gap = d0 * (gap_eV / (2 * peak_potential))**2
substrate_factor = np.sqrt(2 / (1 + (e + s) / (substrate_eps + s)))
d_unpolarized = 4 * S**2 / (w0 * (U0 * 1e-9)**2)
wall_cell_eV = S * (cell * 1e-9)**2 / const.e
thermal_eV = const.k * temperature / const.e

print(f"polarization P: {P*100:.1f} uC/cm2")
print(f"wall energy S: {S*1000:.1f} mJ/m2")
print(f"permittivities a, c, e: {a:.0f}, {c:.0f}, {e:.0f} (no unit)")
print(f"s and g: {s:.3f}, {g:.4f} (no unit)")
print(f"film thickness d: {d0:.1f} nm")
print(f"7 zeta(3)/pi^3: {7*zeta(3)/np.pi**3:.6f} (no unit)")
print(f"surface coefficient B: {B*1000:.2f} mJ/m2 per nm")
print(f"length w0 = S/B: {w0:.4f} nm")
print(f"Kittel width w: {w_k:.3f} nm")
print(f"Kittel period 2w: {2*w_k:.3f} nm")
print(f"width from full series: {w_exact:.3f} nm")
print(f"wall part of energy: {wall_part*1000:.1f} mJ/m2")
print(f"electrostatic part: {field_part*1000:.1f} mJ/m2")
print(f"total stripe energy: {F_exact*1000:.1f} mJ/m2")
print(f"single-domain energy: {single_domain*1000:.1f} mJ/m2")
print(f"energy at net m=0.1: {biased_energies[1]*1000:.1f} mJ/m2")
for d, w in zip(thicknesses, series_widths):
    print(f"d = {d:.0f} nm: series w {w:.3f}, law {kittel_width(d):.3f} nm")
print(f"fitted exponent, series: {exponent:.5f} (no unit)")
print(f"law 5 percent low at d: {d_five:.3f} nm")
print(f"largest harmonic test error: {worst_harmonic:.1e} (no unit)")
print(f"linear inner surface field: {surface_field/1e8:.2f} MV/cm")
print(f"intrinsic switching field: {switch_field/1e8:.2f} MV/cm")
print(f"linear p left at face: {1-g*chi/(e+s):.4f} (units of P)")
print(f"well depth U0: {U0/1e6:.1f} MJ/m3")
print(f"wall length delta: {delta:.3f} nm")
print(f"Landau width, 20 nm film: {w_landau20:.2f} nm")
print(f"Landau width, 40 nm film: {w_landau40:.2f} nm")
print(f"Landau/Kittel width, 20 nm: {w_landau20/w_k:.3f} (no unit)")
print(f"Landau effective exponent: {landau_exponent:.3f} (no unit)")
print(f"Landau energy, 20 nm film: {F_landau20*1000:.1f} mJ/m2")
print(f"Landau p at face centre: {face_p:.3f} (units of P)")
print(f"unpolarized film energy: {unpolarized*1000:.1f} mJ/m2")
print(f"linear stripes lose below d: {d_unpolarized:.2f} nm")
print(f"peak surface potential: {peak_potential:.3f} V")
print(f"potential swing: {2*peak_potential:.3f} V")
print(f"rough band gap: {gap_eV:.1f} eV")
print(f"swing reaches gap at d: {d_gap:.1f} nm")
print(f"full screening charge P/e: {P/const.e/1e4:.2e} per cm2")
print(f"substrate permittivity: {substrate_eps:.0f} (no unit)")
print(f"width factor, one substrate: {substrate_factor:.3f} (no unit)")
print(f"rough lattice constant: {cell:.1f} nm")
print(f"wall energy per cell face: {wall_cell_eV:.4f} eV")
print(f"thermal energy at {temperature:.0f} K: {thermal_eV:.4f} eV")
print("finished without a failed check")
```

Output:

```
polarization P: 75.0 uC/cm2
wall energy S: 100.0 mJ/m2
permittivities a, c, e: 120, 80, 1 (no unit)
s and g: 97.980, 1.2247 (no unit)
film thickness d: 20.0 nm
7 zeta(3)/pi^3: 0.271377 (no unit)
surface coefficient B: 174.18 mJ/m2 per nm
length w0 = S/B: 0.5741 nm
Kittel width w: 3.389 nm
Kittel period 2w: 6.777 nm
width from full series: 3.389 nm
wall part of energy: 590.2 mJ/m2
electrostatic part: 590.2 mJ/m2
total stripe energy: 1180.4 mJ/m2
single-domain energy: 7941.2 mJ/m2
energy at net m=0.1: 1250.2 mJ/m2
d = 10 nm: series w 2.396, law 2.396 nm
d = 20 nm: series w 3.389, law 3.389 nm
d = 40 nm: series w 4.792, law 4.792 nm
d = 80 nm: series w 6.777, law 6.777 nm
d = 160 nm: series w 9.584, law 9.584 nm
fitted exponent, series: 0.50000 (no unit)
law 5 percent low at d: 0.961 nm
largest harmonic test error: 1.8e-04 (no unit)
linear inner surface field: 10.48 MV/cm
intrinsic switching field: 2.06 MV/cm
linear p left at face: 0.0225 (units of P)
well depth U0: 100.5 MJ/m3
wall length delta: 0.373 nm
Landau width, 20 nm film: 4.01 nm
Landau width, 40 nm film: 5.81 nm
Landau/Kittel width, 20 nm: 1.184 (no unit)
Landau effective exponent: 0.535 (no unit)
Landau energy, 20 nm film: 921.5 mJ/m2
Landau p at face centre: 0.017 (units of P)
unpolarized film energy: 2010.4 mJ/m2
linear stripes lose below d: 6.90 nm
peak surface potential: 1.077 V
potential swing: 2.153 V
rough band gap: 3.5 eV
swing reaches gap at d: 52.9 nm
full screening charge P/e: 4.68e+14 per cm2
substrate permittivity: 300 (no unit)
width factor, one substrate: 1.266 (no unit)
rough lattice constant: 0.4 nm
wall energy per cell face: 0.0999 eV
thermal energy at 300 K: 0.0259 eV
finished without a failed check
```
